# Terminal metal loss under random and oldest-first scale spallation, part 2

A metal that forms a protective oxide is heated and cooled repeatedly. Each cycle has a hot time \(\Delta\). At the end of cooling, an area fraction \(f\) of the flat surface loses its scale down to the metal. The problem is how the metal loss depends on which scale spalls, at fixed \(f\).

The oxygen mass per unit area on a patch is \(w\), with \(w^2=kt\), where \(t\) is the hot time since the patch was last bare and \(k\) is the parabolic constant for oxygen uptake. The metal mass bound per mass of oxygen is \(c\). Age is counted in hot periods since the patch was last bare; \(N\) is the age at spallation, and \(E\) is the mean over spalled area. Metal loss means metal consumed by oxidation, whether the oxide is still attached or not. Its stationary value per unit area and cycle is the terminal rate \(M\), and \(U\) is the oxygen uptake per cycle.

Under the oldest-first rule the patches of greatest age spall. Under the random rule every patch spalls with probability \(f\) in each cycle. The first half, parts (a) to (e), gave the oxygen balance and the mean age,

\[
M=cU=c f\,E[w_N]=c\sqrt{k\Delta}\;f\,E[\sqrt N] ,
\tag{1}
\]

\[
E[N]=\frac1f ,
\tag{2}
\]

and the rates for the two rules,

\[
M_{\rm old}=c\sqrt{k\Delta f},
\tag{3}
\]

\[
\lim_{f\to0}\frac{M_{\rm ran}}{M_{\rm old}}=\frac{\sqrt\pi}{2}\approx0.8862,
\qquad
M_{\rm ran}\simeq\frac{\sqrt\pi}{2}\,c\sqrt{k\Delta f}.
\tag{7}
\]

Equation (3) holds when \(1/f\) is an integer, and closely for other small \(f\). At small finite \(f\) the ratio \(R=M_{\rm ran}/M_{\rm old}\) is

\[
R(f)=\frac{\sqrt\pi}{2}\left(1+\frac f4\right)+\zeta\!\left(-\tfrac12\right)f^{3/2}+O(f^2).
\tag{9}
\]

Part (f) showed, from the concavity of the square root, that \(M\le c\sqrt{k\Delta f}\) for every stationary rule. In the terminal state the specimen, with its attached scale, loses weight at the rate \(M\); before that, the retained scale is still changing and the two rates differ.

### (g) The surface is bare at the start. How is the terminal rate approached, and what does the approach add to the total loss?

**Solution.** Take oldest-first spallation with \(1/f\) an integer. Before hot period \(n\), areas \(f\) have been growing for \(0,1,\dots,n-2\) cycles, and the original surface that has not yet spalled has area \(1-(n-1)f\) and age \(n-1\). At \(n=1/f\) this last area is equal to \(f\), and the distribution is the stationary one. The terminal rate therefore holds from cycle \(1/f\) onward.

For earlier cycles and small \(f\), let \(x=nf\). The areas that have already been renewed take up \(\sqrt{k\Delta}\,f\sqrt{n-1}\), because the increments of the square root telescope. The original area takes up its size times \(\sqrt n-\sqrt{n-1}\simeq1/(2\sqrt n)\). In units of \(\sqrt{k\Delta f}\) the uptake per cycle is thus

\[
u_{\rm old}(x)=\sqrt x+\frac{1-x}{2\sqrt x}=\frac{\sqrt x}{2}+\frac1{2\sqrt x},\qquad x\le1,
\]

and \(u_{\rm old}=1\) afterwards.

For random spallation, before hot period \(n\) the area of age \(a\) is \(f(1-f)^a\) for \(a\le n-2\), and the surviving original surface has area \((1-f)^{n-1}\). With \(y=fa\), the same continuum step gives

\[
u_{\rm ran}(x)=\int_0^x\frac{e^{-y}}{2\sqrt y}\,dy+\frac{e^{-x}}{2\sqrt x}
=\frac{\sqrt\pi}{2}\,{\rm erf}\sqrt x+\frac{e^{-x}}{2\sqrt x}.
\tag{10}
\]

The second form follows from \(y=z^2\) and the definition of the error function. Differentiation of the first form gives

\[
\frac{du_{\rm ran}}{dx}=\frac{e^{-x}}{2\sqrt x}-\frac{e^{-x}}{2\sqrt x}-\frac{e^{-x}}{4x^{3/2}}=-\frac{e^{-x}}{4x^{3/2}} .
\]

The uptake falls steadily to its terminal value, and its excess over that value is

\[
u_{\rm ran}(x)-\frac{\sqrt\pi}{2}=\int_x^\infty\frac{e^{-y}}{4y^{3/2}}\,dy .
\]

At \(f=0.002\) the mean age at spallation is 500 cycles. Evolution of the area distribution, cycle by cycle, gives a random uptake 5.0 % above its terminal value at cycle 500, 0.85 % above at cycle 1000 and 0.05 % above at cycle 2000. Equation (10) was tested against the evolved uptake at these three cycles, and they agreed within the allowed 0.3 %.

The total loss exceeds the terminal rate times the number of cycles by an amount that tends to a constant. One cycle is a step \(f\) in \(x\), so an excess integrated over \(x\) must be multiplied by \(c\sqrt{k\Delta f}/f=c\sqrt{k\Delta/f}\). The integrals are

\[
\int_0^1(u_{\rm old}-1)\,dx=\frac13+1-1=\frac13,
\]

\[
\int_0^\infty dx\int_x^\infty\frac{e^{-y}}{4y^{3/2}}\,dy
=\int_0^\infty\frac{e^{-y}}{4\sqrt y}\,dy=\frac{\sqrt\pi}{4}.
\]

In the second line the order of integration was exchanged, which supplies a factor \(y\). For \(x\) well above 1, the ratio of the total losses is then

\[
\frac{\text{total, random}}{\text{total, oldest-first}}\simeq
\frac{(\sqrt\pi/2)\,(x+1/2)}{x+1/3}.
\tag{11}
\]

This lies above \(\sqrt\pi/2\) and approaches it as \(1/x\), much more slowly than the rates approach theirs. A comparison that is meant to show the factor \(\sqrt\pi/2\) should therefore use late slopes and not accumulated losses. The slope of the specimen weight settles later than the uptake under the random rule, because the retained scale is still thickening. For \(f=0.002\) and the alumina value \(c=1.124\) of part (i), the weight loss per cycle is 0.66, 0.91 and 0.99 of the terminal rate at cycles 500, 1000 and 2000.

### (h) How far does the factor depend on parabolic growth and on a spall probability that ignores age?

**Solution.** Let the scale grow as \(w\propto t^m\) with \(0<m\le1\). The balance of part (a) and the mean age of part (b) are unchanged, so the ratio at small \(f\) is

\[
\frac{E[N^m]}{(1/f)^m}\to\int_0^\infty x^me^{-x}dx=\Gamma(1+m).
\]

For \(m=0.35\) this is 0.8912, against 0.8862 for \(m=1/2\). The ratio changes by only 0.6 %, because both exponents lie near the minimum of \(\Gamma(1+m)\) at \(m=0.46\). Farther from it the change is larger: \(m=0.2\) gives 0.918. For linear growth, \(m=1\), the ratio is one: a scale that gives no protection grows at the same rate at every age, and it does not matter which part is removed.

For exponents near one half, the spall probability has more influence than the growth law. Suppose that it is proportional to age, \(bn\) with small \(b\). The probability of surviving to age \(n\) is then approximately \(e^{-bn^2/2}\), which means that \(z=bN^2/2\) has the density \(e^{-z}\). With \(N=(2z/b)^{1/2}\),

\[
E[N]=\left(\frac2b\right)^{1/2}\Gamma\!\left(\tfrac32\right),\qquad
E[\sqrt N]=\left(\frac2b\right)^{1/4}\Gamma\!\left(\tfrac54\right).
\]

At equal spalled area the ratio to the oldest-first rate is \(E[\sqrt N]/\sqrt{E[N]}\), so that

\[
\frac{M}{M_{\rm old}}\to\frac{\Gamma(5/4)}{\sqrt{\Gamma(3/2)}}=0.9628 .
\]

Evolution of the area distribution with \(b=2\times10^{-4}\) leads to a spalled fraction of 0.0113 per cycle and a ratio of 0.9630. A preference for old scale narrows the spread of ages at spallation and brings the loss closer to its upper bound.

The factor \(\sqrt\pi/2\) is not a lower bound. Let spallation be random in time but uneven over the surface, with fraction \(f_i\) per cycle on region \(i\), which covers the area \(A_i\). Each region obeys equation (7) of the first half, so

\[
M=\frac{\sqrt\pi}{2}\,c\sqrt{k\Delta}\sum_iA_i\sqrt{f_i}
\le\frac{\sqrt\pi}{2}\,c\sqrt{k\Delta}\,\Big(\sum_iA_if_i\Big)^{1/2}.
\]

The inequality is again the concavity of the square root, and the last sum is the overall fraction \(f\). If practically all spallation takes place on a quarter of the surface, where the fraction per cycle is \(4f\) and still small, the rate is \(\tfrac14\sqrt{4f}=\tfrac12\sqrt f\) in place of \(\sqrt f\). The loss rate is halved only in the limit of long times, because growth on the rest of the surface dies away slowly, as the inverse square root of time. For an overall fraction \(f=0.002\) and a remainder that never spalls, the rate is still 0.71 of the uniform random rate after 2000 cycles and 0.60 of it after 10,000.

### (i) An alumina scale has \(k=0.01\ \mathrm{mg^2\,cm^{-4}\,h^{-1}}\), \(\Delta=1\) h and \(f=0.002\). Find the terminal aluminium losses and the total losses after 2000 cycles.

**Solution.** The composition Al\(_2\)O\(_3\) gives

\[
c=\frac{2\times26.982}{3\times15.999}=1.1243 .
\]

The oxygen taken up by a bare patch in its first cycle is \(\sqrt{k\Delta}=0.1\ \mathrm{mg/cm^2}\), and the mean age at spallation is \(1/0.002=500\) cycles. Under oldest-first spallation, the scale that spalls contains oxygen

\[
w=0.1\times\sqrt{500}=2.236\ \mathrm{mg/cm^2}.
\]

Its total mass is \((1+1.1243)\times2.236=4.75\ \mathrm{mg/cm^2}\). With an oxide density of \(3950\ \mathrm{mg/cm^3}\) the thickness is \(1.20\times10^{-3}\) cm, or 12.0 µm. Under random spallation the mean thickness at spallation is 10.7 µm.

The terminal rates are

\[
M_{\rm old}=1.1243\times0.002\times2.236\ \mathrm{mg/cm^2}=5.03\ \mathrm{\mu g/cm^2}\ \text{per cycle},
\]

\[
M_{\rm ran}=0.8867\times5.03=4.46\ \mathrm{\mu g/cm^2}\ \text{per cycle}.
\]

Over 1000 terminal cycles these amount to 5.03 and 4.46 mg/cm². The ratio 0.8867 is the one for \(f=0.002\), and it exceeds \(\sqrt\pi/2\) by 0.05 %.

Over the first 2000 cycles, starting from bare metal, the evolved distributions give totals of 10.89 and 10.03 mg/cm². Their ratio is 0.921, although the two terminal rates are by then established. Equation (11) accounts for this: with \(x=2000\times0.002=4\) it gives \(0.8862\times4.5/4.333=0.920\).

The result can also be used in reverse. Suppose that a terminal rate has been measured and \(k\) is known. For small \(f\), \(M^2\) is proportional to \(f\) under both rules, and the random model assigns to this rate a spalled fraction \(4/\pi=1.27\) times the one inferred from the oldest-first model. The choice of rule thus shifts the inferred fraction by 27 %.

### (j) How large are the effects that the model leaves out, and how does it stand beside a real scale?

**Solution.** The estimates use the values of part (i).

*Fast oxide on bared metal.* Suppose that each bared patch first gains 0.05 mg/cm² of oxygen in a fast-growing transient oxide, and that parabolic growth adds to it. Both mean oxygen contents at spallation rise by this amount. The oldest-first rate increases by \(0.05/2.236=2.2\) %, and the ratio becomes \((1.983+0.05)/(2.236+0.05)=0.889\).

*Slower growth.* If the scale grows as \(t^{0.35}\) and agrees with the parabolic law at 100 h, its oxygen content at 500 h is lower by the factor \((500/100)^{0.35-0.5}=0.786\). The oldest-first rate falls by 21 %, while the limiting ratio moves only to 0.891. In this case the ratio changes much less than the oldest-first rate. The change in the rate depends on the time at which the two growth laws are made to agree.

*Consumption of aluminium.* Take a flat specimen of half thickness 0.15 cm that contains 1858 mg/cm³ of aluminium. Each face draws on \(0.15\times1858=279\ \mathrm{mg/cm^2}\), of which oldest-first spallation uses \(10.89/279=3.9\) % in 2000 cycles. A layer of one thirtieth of this thickness, 50 µm, would not hold enough aluminium to supply the same loss.

*Depletion at the surface.* Aluminium has to diffuse to the interface. If an amount \(q\) per unit area is withdrawn at the surface of a thick body at time zero, the concentration at depth \(z\) is lowered by \(q\,e^{-z^2/4Dt}/\sqrt{\pi Dt}\). This expression solves the diffusion equation with diffusivity \(D\), has no flux through \(z=0\) at later times, and integrates to \(q\) over the body. A constant flux \(J\) is a succession of such withdrawals, and the surface concentration falls by

\[
\int_0^t\frac{J\,d\tau}{\sqrt{\pi D\tau}}=2J\sqrt{\frac{t}{\pi D}} .
\]

A finite-difference solution with \(J=D=t=1\) was required to agree with the value \(2/\sqrt\pi\) within 0.005, and did. For the example \(J=5.03\times10^{-3}/3600=1.40\times10^{-6}\ \mathrm{mg\,cm^{-2}\,s^{-1}}\), \(t=7.2\times10^6\) s and \(D=3\times10^{-10}\ \mathrm{cm^2/s}\). The fall is about 240 mg/cm³, or 13 % of the initial content. The diffusion length \(\sqrt{Dt}=0.0465\) cm is less than a third of the half thickness, so the body may be treated as thick. The estimate uses the terminal flux throughout; the greater flux of the early cycles raises it to 13.7 %. It is also an average over the surface. Under a single patch that is bared every 500 cycles and receives no aluminium from the side, the fall is 11.5 % just before the spallation at cycle 2000 and 16.5 % one hour after it. The model requires that the depleted metal still forms the same oxide with the same \(k\), and that \(f\) does not change as aluminium is lost.

*The real case.* The parameters are round, rough values in the regime of an alumina scale on a nickel aluminide near 1150 °C. The fraction \(f\) depends on the adhesion of the scale and on the cooling, and the model does not predict it. The assumption that spallation ignores age is open to doubt. At a given misfit strain, a thicker scale stores more elastic energy per unit area, and this favours the loss of old scale. A spall probability proportional to age would raise the ratio from 0.886 to 0.963, which is 9 % more metal loss at the same spalled area. The stored energy grows with thickness, that is, as the square root of age. A probability proportional to thickness gives, by the method of part (h), \(\Gamma(4/3)/\sqrt{\Gamma(5/3)}=0.940\), or 6 % more. Preferential spallation at edges or at weakly bonded places acts in the opposite direction, as part (h) shows. The factor \(\sqrt\pi/2\) therefore describes small, age-independent and uniformly distributed spallation. For any stationary pattern of spallation to bare metal, with purely parabolic growth and the same \(k\) and \(c\) everywhere, \(c\sqrt{k\Delta f}\) remains an upper bound on the terminal loss at the given \(f\). A fast transient oxide, or a change of oxide on depleted metal, can carry the loss above it. The values used here are collected in the numerical output below.

## Values computed for the example and the checks

```
limit ratio sqrt(pi)/2 = 0.886227
patch simulation, f = 0.02: ratio = 0.8891
explicit sum,     f = 0.02: ratio = 0.8901
f = 0.1: ratio by sum 0.9033034, by expansion 0.9018087
f = 0.01: ratio by sum 0.8882523, by expansion 0.8882346
f = 0.001: ratio by sum 0.8864421, by expansion 0.8864419
zeta(-1/2) = -0.207886
f = 0.3: oldest-first uptake 0.54641, sqrt(f) 0.54772 (reduced units)
--- example inputs (rough) ---
k = 0.01 mg^2 cm^-4 h^-1, cycle = 1.0 h, f = 0.002
oxide density = 3950 mg/cm^3
Al mass per O mass in alumina = 1.1243
--- example results ---
mean age at spallation = 500 cycles
O in scale at spallation, oldest-first = 2.2361 mg/cm^2
mean O in scale at spallation, random = 1.9826 mg/cm^2
scale thickness at spallation, oldest-first = 12.03 um
mean thickness at spallation, random = 10.66 um
Al loss rate, oldest-first = 5.0281 ug/cm^2 per cycle
Al loss rate, random = 4.4582 ug/cm^2 per cycle
ratio at this f = 0.886652
retained scale / sqrt(k*cycle/f): random 0.8866, oldest-first 0.6676
random uptake above terminal at cycle 500: 5.026 %
random uptake above terminal at cycle 1000: 0.848 %
random uptake above terminal at cycle 2000: 0.049 %
Al consumed in 2000 cycles, oldest-first = 10.894 mg/cm^2
Al consumed in 2000 cycles, random = 10.029 mg/cm^2
ratio of these totals = 0.9206
--- neglected effects ---
finite f: ratio shift = 0.0480 %
fast transient oxide, O = 0.05 mg/cm^2: ratio = 0.8891
  rise of oldest-first rate = 2.24 %
growth exponent 0.35: limit ratio = 0.8912
  oldest-first rate factor, matched at 100 h = 0.786
spall probability ~ age: ratio 0.9630 at spalled fraction 0.0113
  small-fraction limit = 0.9628
half thickness = 0.15 cm, Al content = 1858 mg/cm^3
Al reservoir used, oldest-first = 3.91 %
D = 3.0e-10 cm^2/s, sqrt(D t) = 0.0465 cm
surface Al drop after 2000 cycles = 13.1 % of initial
```
